\section*{Energy Released by Complete Removal of an Equibiaxially Stressed Scale}

\section{The energy held in the bonded scale}

\textbf{Q.} An oxide scale sits on a substrate under in-plane stress, and I am told that this stress can pay for its own detachment. Nothing pulls on the scale from outside. Where does the energy come from?

\textbf{A.} From elastic strain. Cut free, the scale would take up its own natural size. While bonded, it is forced to the size of the substrate. Let the scale be homogeneous, isotropic and linear elastic, with Young's modulus $E$, Poisson ratio $\nu$ and uniform thickness $h$. Let $x,y$ lie in its plane and $z$ along its normal. Far from any edge the stress is
\begin{equation}
\sigma_x=\sigma_y=\sigma,\qquad \sigma_z=0,
\end{equation}
uniform through the thickness, with tension positive. The outer surface is free, which is why $\sigma_z$ vanishes. Strains are measured from the stress-free state of the scale, so growth strain and thermal strain are already taken out of them. Hooke's law gives
\begin{align}
\varepsilon_x=\varepsilon_y&=\frac{\sigma_x-\nu(\sigma_y+\sigma_z)}{E}=\frac{(1-\nu)\sigma}{E}\equiv e_0,\label{e0}\\
\varepsilon_z&=\frac{\sigma_z-\nu(\sigma_x+\sigma_y)}{E}=-\frac{2\nu\sigma}{E}.
\end{align}

\textbf{Q.} The thickness strain is not zero. Does it not store energy too?

\textbf{A.} It would need a stress to do work on it, and $\sigma_z=0$. In a linear material the energy density is half the sum of stress times strain:
\begin{equation}
w=\tfrac12(\sigma_x\varepsilon_x+\sigma_y\varepsilon_y+\sigma_z\varepsilon_z)
=\tfrac12(\sigma e_0+\sigma e_0+0)=\frac{(1-\nu)\sigma^2}{E}.\label{w}
\end{equation}
The two in-plane directions contribute equally, and this cancels the factor one half. Under a single stress $\sigma$ the density would be $\sigma^2/(2E)$, so the second stress multiplies it by $2(1-\nu)$. For $\nu=0$ the directions are independent and the factor is two. For positive $\nu$ each stress reduces the strain on which the other works, and the factor is smaller.

\section{What complete removal releases}

\textbf{Q.} That is stored energy. Why should all of it be released?

\textbf{A.} Compare the states before and after removal, at fixed temperature.

Before removal, a column of scale of unit area holds $wh$. The substrate is rigid: it carries tractions but does not deform, so it holds no elastic energy. After removal, the scale has free surfaces all round. Its misfit with the substrate was uniform, so every part can return to its natural size and still fit its neighbours. The detached scale is flat and free of stress, and its energy is zero.

No outside load does work, and the tractions at the bonded interface act on points that do not move. The energy released per unit area is therefore
\begin{equation}
G_0=wh-0=\frac{(1-\nu)\sigma^2h}{E}.\label{G0}
\end{equation}
It is proportional to $h$ because the whole thickness relaxes while one unit of interface is broken. The sign of $\sigma$ drops out: a compressed scale and a stretched one hold the same energy.

\textbf{Q.} You assumed a uniform stress right up to the edge of the scale. A free edge cannot carry normal stress.

\textbf{A.} Correct. The edge is partly relaxed while still bonded, and that energy has already gone. On a rigid substrate the disturbance dies out within a distance of order $h$ from a straight edge. For a long strip of width $W\gg h$ the two edges act separately, and the stored energy per unit length is
\begin{equation}
U_{\rm strip}=G_0\,(W-2\ell),\qquad \ell=h\,f(\nu).\label{edge}
\end{equation}
The number $f(\nu)$ needs a numerical solution. I took the cross-section of a strip with $W=10h$, fixed its base, held the strain $e_0$ along its length, and minimized the elastic energy with square bilinear finite elements. Solving \eqref{edge} for $\ell$ at $\nu=0.25$ gives $\ell/h=0.651$ with 12 elements through the thickness and $0.655$ with 24. The singular corner makes this converge slowly: the value is still rising, and a mesh refined at the corner gives about $0.658$. So $\ell$ is about two thirds of the thickness. For $W=100h$ the fraction lost is $2\times0.655/100$, or about 1.3 per cent of $G_0W$. Equation \eqref{G0} is the limit of a scale much wider than it is thick. The value of $\ell$ belongs to the rigid substrate. A metal under an oxide is often no stiffer than the oxide and deforms near the edge. Then $\ell$ is larger and grows roughly as $\ln(W/h)$: for a thick substrate of modulus $0.8E$ it is about $3h$ at $W=100h$, a loss near 6 per cent.

\textbf{Q.} And if the stress varies through the thickness?

\textbf{A.} Then the detached scale need not be free of stress. Let $\sigma(z)$ have the mean $\bar\sigma$. If the detached scale is kept flat, its in-plane strain can change only by a constant, which subtracts a constant stress. Zero net force requires that constant to be $\bar\sigma$. The stress $\sigma(z)-\bar\sigma$ stays, and the release is
\begin{align}
\frac{1-\nu}{E}\int_0^h\!\left[\sigma^2-(\sigma-\bar\sigma)^2\right]dz
&=\frac{1-\nu}{E}\int_0^h\!\left[2\sigma\bar\sigma-\bar\sigma^2\right]dz\nonumber\\
&=\frac{(1-\nu)\bar\sigma^2h}{E},
\end{align}
because $\int_0^h\sigma\,dz=h\bar\sigma$. A scale free to curl can lower its energy further, so it releases at least this much. From here on the stress is again uniform.

\section{A straight crack front}

\textbf{Q.} A crack does not compare first and last states. It advances a little at a time. Is $G_0$ the energy it receives at each step?

\textbf{A.} Not in general. Take a long straight front along $y$, advancing in the $x$ direction. Behind it lies a flat detached flap, much longer than $h$ in the $x$ direction but short compared with the length of the front. Where the flap touches the substrate, let it slide without friction. Ahead of it the scale is bonded over a distance much larger than $h$.

The flap can relax along $x$, because its far edge is free. It cannot relax along $y$, because it is still joined along the whole front to bonded scale. Thus $\varepsilon_y=e_0$ remains, while $\sigma_x=\sigma_z=0$. Hooke's law and \eqref{e0} give
\begin{equation}
\sigma_y=Ee_0=(1-\nu)\sigma,\qquad
w_{\rm flap}=\tfrac12\sigma_ye_0=\frac{(1-\nu)^2\sigma^2}{2E}.
\end{equation}
When the front advances by a small distance, the fields near its tip move with it unchanged. The net effect is to turn that length of bonded scale into flap. The local energy release rate is therefore
\begin{align}
G_{\rm edge}&=(w-w_{\rm flap})h
=\frac{(1-\nu)\sigma^2h}{2E}\left[2-(1-\nu)\right]\nonumber\\
&=\frac{(1-\nu^2)\sigma^2h}{2E}=\frac{1+\nu}{2}\,G_0.\label{Gedge}
\end{align}
At $\nu=0$ this is half of $G_0$: one of two independent directions has relaxed.

\textbf{Q.} Then which of the two is the energy release rate?

\textbf{A.} Each answers its own question. $G_{\rm edge}$ is the energy delivered per unit area to a long straight front. $G_0$ is the mean over the entire removal. The difference, $w_{\rm flap}h$, stays in the flap until the strain along the front can relax as well.

\section{A disc that detaches from its rim}

\textbf{Q.} I would like to see that remaining energy come out, not merely be told that it must.

\textbf{A.} Take a circular scale of radius $R$ that detaches inward from its rim. A bonded core of radius $a$ remains, surrounded by a detached ring. Suppose that frictionless guides keep the ring flat. They prevent deflection of its mid-plane but do not squeeze it: its thickness stays free to change, and they do no work. Let $a$, $R-a$ and $R$ all be much larger than $h$, so that the ring is in plane stress and the disturbed zone at the front can be neglected.

Let $u(r)$ be the radial displacement from the stress-free state. The strains are $u'$ and $u/r$, and
\begin{equation}
\sigma_r=\frac{E}{1-\nu^2}\left(u'+\nu\frac ur\right),\qquad
\sigma_\theta=\frac{E}{1-\nu^2}\left(\frac ur+\nu u'\right).
\end{equation}
Radial equilibrium, $(r\sigma_r)'=\sigma_\theta$, becomes
\begin{equation}
ru''+u'+\nu u'=\frac ur+\nu u'
\quad\Rightarrow\quad u''+\frac{u'}r-\frac u{r^2}=0,
\end{equation}
with the solution $u=Ar+B/r$. Then $u'=A-B/r^2$ and $u/r=A+B/r^2$, so
\begin{equation}
\sigma_r=\frac{E}{1-\nu^2}\left[(1+\nu)A-(1-\nu)\frac{B}{r^2}\right].\label{sr}
\end{equation}
Define
\begin{equation}
k=\frac{1+\nu}{1-\nu},\qquad s=\frac{a^2}{R^2}.
\end{equation}
The free rim, $\sigma_r(R)=0$, requires $B=kAR^2$. At the core the ring must match the bonded scale, $u(a)=e_0a$. Division by $a$ gives
\begin{equation}
A\left(1+\frac ks\right)=e_0\quad\Rightarrow\quad A=\frac{e_0s}{s+k}.
\end{equation}
Putting both constants into \eqref{sr} at $r=a$, and using $(1-\nu)k=1+\nu$, we find
\begin{equation}
\sigma_r(a)=\frac{EA}{1-\nu}\left(1-\frac1s\right)
=-\frac{Ee_0}{1-\nu}\,\frac{1-s}{s+k}=-\sigma\,\frac{1-s}{s+k}.\label{sra}
\end{equation}

\textbf{Q.} The minus sign looks wrong. Is a ring cut from a compressed scale under radial tension?

\textbf{A.} Yes. For $\sigma<0$ the ring wants to be larger than the substrate allows. The core holds its inner edge at too small a radius, which pulls that edge inward and puts the ring in radial tension.

For the energy, use half the work of the boundary tractions. The rim contributes none. At the inner edge the outward normal of the ring points toward the centre, so the traction in the direction of $u$ is $-\sigma_r(a)$:
\begin{align}
U_{\rm ring}&=\tfrac12\,(2\pi ah)\,[-\sigma_r(a)]\,e_0a
=\pi a^2h\,\sigma e_0\,\frac{1-s}{s+k}\nonumber\\
&=\pi a^2G_0\,\frac{1-s}{s+k},
\end{align}
since $h\sigma e_0=G_0$. The core holds $\pi a^2G_0$. With $\pi a^2=\pi R^2s$ the total is
\begin{equation}
U=\pi R^2G_0\,s\left[1+\frac{1-s}{s+k}\right]
=\pi R^2G_0\,\frac{s(1+k)}{s+k}.
\end{equation}
The detached area is $\pi R^2(1-s)$, which grows as $s$ falls. The local release rate is minus the derivative of $U$ with respect to that area:
\begin{equation}
G(s)=\frac{1}{\pi R^2}\frac{dU}{ds}
=G_0(1+k)\frac{(s+k)-s}{(s+k)^2}
=G_0\,\frac{k(1+k)}{(s+k)^2}.\label{Gs}
\end{equation}

\textbf{Q.} Does this agree with the straight front?

\textbf{A.} It should when the ring is narrow compared with $R$, because the front then looks straight. Since $1+k=2/(1-\nu)$, we have $k/(1+k)=(1+\nu)/2$. Hence
\begin{equation}
G(1)=\frac{k}{1+k}\,G_0=G_{\rm edge},\qquad
G(s\to0)=\frac{1+k}{k}\,G_0=\frac{2G_0}{1+\nu}.
\end{equation}
The rate starts below $G_0$ and ends above it. Equal steps in $s$ are equal steps in area, so the mean over the removal is
\begin{equation}
\int_0^1G\,ds=G_0k(1+k)\left[\frac1k-\frac1{1+k}\right]=G_0.
\end{equation}
The energy withheld at the start is returned later. The limit $s\to0$ belongs to the ring model, which fails once $a$ is comparable with $h$. That last core occupies a fraction of order $(h/R)^2$ of the area.

\textbf{Q.} Why does the front receive more as it moves inward?

\textbf{A.} Because the radial stress falls by more across it. From \eqref{sra} the drop from core to ring is
\begin{equation}
\sigma-\sigma_r(a)=\sigma\left[1+\frac{1-s}{s+k}\right]=\sigma\,\frac{1+k}{s+k}.
\end{equation}
Squaring this and using $G_{\rm edge}=G_0k/(1+k)$ turns \eqref{Gs} into
\begin{equation}
G(s)=G_{\rm edge}\left[\frac{\sigma-\sigma_r(a)}{\sigma}\right]^2.
\end{equation}
At a straight front the drop is $\sigma$. Around a small core the ring adds a radial stress of the opposite sign, and the drop is larger.

\section{When is there enough energy?}

\textbf{Q.} Let breaking the interface cost an energy $\Gamma$ per unit area. Does the scale come off once $G_0$ exceeds $\Gamma$?

\textbf{A.} That condition is necessary if stored energy alone pays, but it is not sufficient. Take $\Gamma$ constant, although a real interface may resist opening and shearing differently. Setting $G_0=\Gamma$ and $G_{\rm edge}=\Gamma$ gives two thicknesses:
\begin{equation}
h_{\rm total}=\frac{E\Gamma}{(1-\nu)\sigma^2},\qquad
h_{\rm edge}=\frac{2E\Gamma}{(1-\nu^2)\sigma^2}=\frac{2h_{\rm total}}{1+\nu}.
\end{equation}
Below $h_{\rm total}$ the stored energy cannot pay for complete removal. Above $h_{\rm edge}$ an established straight front can advance. Between them the total suffices, but a narrow detached ring on the disc stays where it is. It must first be widened by some other cause until $G(s)=\Gamma$. From \eqref{Gs} this happens at
\begin{equation}
(s_c+k)^2=\frac{k(1+k)G_0}{\Gamma}
\quad\Rightarrow\quad
s_c=\sqrt{\frac{k(1+k)G_0}{\Gamma}}-k.\label{sc}
\end{equation}
Further in, $G$ exceeds $\Gamma$ and keeps rising, so within the ring model the front runs on. Such a crossing exists whenever $2G_0/(1+\nu)>\Gamma$, that is for $h>(1+\nu)h_{\rm total}/2$. It therefore exists somewhat below $h_{\rm total}$ too, where the other cause must supply the deficit of the whole removal.

\textbf{Q.} Put numbers to it.

\textbf{A.} Take round model values: $E=250$ GPa, $\nu=0.25$, $\sigma=-2$ GPa, $h=2\ \mu$m and $\Gamma=20$ J/m$^2$. The held strain is
\begin{equation}
e_0=\frac{0.75\times(-2)}{250}=-0.0060,
\end{equation}
a compression of 0.6 per cent. The energy density and the mean release are
\begin{align}
w&=\frac{0.75\times(2\times10^9)^2}{250\times10^9}\ \mathrm{J/m^3}=12\ \mathrm{MJ/m^3},\\
G_0&=(12\times10^6)(2\times10^{-6})\ \mathrm{J/m^2}=24\ \mathrm{J/m^2}.
\end{align}
Behind a straight front a compression of $0.75\times2=1.5$ GPa remains. The flap keeps $\tfrac12(1.5\times10^9)(0.006)=4.5\times10^6$ J/m$^3$, or 9 J/m$^2$ over the thickness. The front receives $G_{\rm edge}=24-9=15$ J/m$^2$. Here the absence of friction matters: a compressed flap is pressed against the substrate near the front, and friction there would take part of this energy.

So the mean release exceeds the cost by 4 J/m$^2$, yet the straight front falls short by 5 J/m$^2$. The thicknesses say the same:
\begin{equation}
h_{\rm total}=\frac{(250\times10^9)(20)}{0.75\,(2\times10^9)^2}\ \mathrm{m}=1.67\ \mu\mathrm{m},
\qquad h_{\rm edge}=\frac{2\times1.667}{1.25}\ \mu\mathrm{m}=2.67\ \mu\mathrm{m},
\end{equation}
and the scale, at $2\ \mu$m, lies between them.

For the disc, $k=1.25/0.75=1.667$. Equation \eqref{Gs} gives 16.2, 20.0, 29.0 and 36.6 J/m$^2$ at $a/R=0.95$, $0.80$, $0.50$ and $0.20$, and tends to 38.4 J/m$^2$ for a vanishing core. The crossing with $\Gamma$ follows from \eqref{sc}:
\begin{equation}
s_c=\sqrt{1.667\times2.667\times\tfrac{24}{20}}-1.667=0.643,\qquad
\frac{a_c}{R}=\sqrt{s_c}=0.80.
\end{equation}
With the guides holding it flat, a ring detached over the outer fifth of the radius is enough for the front to run inward.

\textbf{Q.} This scale is compressed. Without your guides, would the detached part not buckle?

\textbf{A.} At this stress it soon would, and then the local rates change. Plate theory, with deflection allowed to either side, puts buckling of a flap under 1.5 GPa at a length of about $14h$, and of the ring with $a/R=0.8$ at $R$ of about $76h$. The substrate, which blocks downward deflection, can only delay this. The flat results above describe an unguided scale only below such sizes. Buckling lets the detached part move to a state of lower elastic energy than the flat one, so at a given detached area more has been released than the flat model says. A front may then advance below $h_{\rm edge}$. The mean $G_0$ is unaffected as long as everything stays elastic and the scale ends free of stress, because it depends on the first and last states alone. Plastic flow or cracks through the scale would use part of the stored energy, and over the whole removal less would be left for the interface. The rate at a given front need not fall: in a scale under tension, cracks that cut the flap across open and let it relax along the front as well. In a compressed scale such cracks are pressed shut and give no relief unless they leave a gap.

Numerical values quoted here were computed with a short program.
